\section*{Surface potential of laterally varying oxide charge beneath a metal gate}

Take a flat sheet of charge inside a uniform insulator of permittivity $\epsilon$, with density $\sigma\cos kx$ in the plane $z=0$. Positive and negative stripes alternate with period $2\pi/k$. Away from the sheet there is no charge, so the potential $f(z)\cos kx$ obeys Laplace's equation, which gives $f''=k^2f$. On each side the solution that stays bounded is a decaying exponential, and continuity at the sheet makes the two amplitudes equal: $f=f_0e^{-k|z|}$. The electric displacement leaves the sheet on both sides with normal component $\epsilon kf_0\cos kx$, and Gauss's law requires the sum of the two to equal the charge density. Hence $2\epsilon kf_0=\sigma$, or
\begin{equation}
f(z)=\frac{\sigma}{2\epsilon k}\,e^{-k|z|}. \label{uniform}
\end{equation}
At distances well beyond $1/k$ the stripes of opposite sign cancel. Fine stripes cancel sooner, which is why the potential at the sheet falls as $1/k$.

Now put a grounded metal plane at $z=-t$. An image sheet of density $-\sigma\cos kx$ at $z=-2t$ makes the potential vanish on the metal, and at the original sheet it subtracts a term smaller by $e^{-2kt}$:
\begin{equation}
f(0)=\frac{\sigma}{2\epsilon k}\left(1-e^{-2kt}\right). \label{oneimage}
\end{equation}
For $kt\gg1$ the metal has no influence. For $kt\ll1$ the bracket is $2kt$ and $f(0)=\sigma t/\epsilon$, the result for a parallel-plate capacitor.

In a metal-oxide-semiconductor structure the two sides of the sheet have different permittivities. Let silicon, of absolute permittivity $\epsilon_{\rm si}$, fill $z>0$, let oxide of permittivity $\epsilon_{\rm ox}$ fill $-t_{\rm ox}<z<0$, and let the gate surface be $z=-t_{\rm ox}$. The interface $z=0$ carries the density $\mathrm{Re}\,[\sigma_ke^{i\mathbf k\cdot\mathbf r}]$, where $\mathbf r$ lies in the plane and $k=|\mathbf k|>0$. Both media respond linearly, locally and isotropically, the layers are flat, the oxide holds no charge, and the situation is static. The gate is an equipotential, so its potential has no component at wavevector $\mathbf k$.

The silicon is called carrier-free in the sense that no mobile charge responds at wavevector $\mathbf k$. Uniform fixed dopants and the gate bias are allowed. They produce a potential independent of $\mathbf r$, and because Poisson's equation is linear, that potential adds to the one sought here without changing it.

Write the potential as $\phi_k(z)e^{i\mathbf k\cdot\mathbf r}$. Inside each layer $\phi_k''=k^2\phi_k$. In silicon the general solution is a sum of $e^{-kz}$ and $e^{kz}$. The second grows without limit and is discarded, so
\begin{equation}
\phi_k(z)=\phi_k(0)e^{-kz},\qquad z>0. \label{silicon}
\end{equation}
In the oxide the combination that vanishes at the gate is proportional to $\sinh[k(z+t_{\rm ox})]$. The potential is continuous at the interface, which fixes its coefficient:
\begin{equation}
\phi_k(z)=\phi_k(0)\,\frac{\sinh[k(z+t_{\rm ox})]}{\sinh(kt_{\rm ox})},\qquad -t_{\rm ox}<z<0. \label{oxide}
\end{equation}
The normal displacement is $D_z=-\epsilon\,d\phi_k/dz$. On the two sides of the interface it is
\begin{align}
D_z(0^+)&=\epsilon_{\rm si}k\,\phi_k(0),\\
D_z(0^-)&=-\epsilon_{\rm ox}k\coth(kt_{\rm ox})\,\phi_k(0).
\end{align}
The minus sign in the second line says that, for positive $\phi_k(0)$, the displacement in the oxide points towards the gate. Gauss's law for a thin box around the interface is $D_z(0^+)-D_z(0^-)=\sigma_k$, so that
\begin{equation}
k\left[\epsilon_{\rm si}+\epsilon_{\rm ox}\coth(kt_{\rm ox})\right]\phi_k(0)=\sigma_k .
\end{equation}
The bracket is positive, and division gives
\begin{equation}
\boxed{\;\phi_k(0)=\frac{\sigma_k}{k\left[\epsilon_{\rm si}+\epsilon_{\rm ox}\coth(kt_{\rm ox})\right]}\;} \label{main}
\end{equation}
Every constant has been fixed, so there is one solution at this wavevector. The two terms in the denominator are capacitances per unit area, one for each side of the sheet, and they add because both sides share the interface potential. Setting $\epsilon_{\rm si}=\epsilon_{\rm ox}=\epsilon$ and using $1+\coth x=2/(1-e^{-2x})$ recovers Eq.~\eqref{oneimage}. In Gaussian atomic units, with relative permittivities, Gauss's law has $4\pi\sigma_k$ on its right side and the numerator acquires the factor $4\pi$.

The displacement just calculated shows where the flux goes. The fraction entering silicon is
\begin{equation}
s_{\rm si}=\frac{\epsilon_{\rm si}}{\epsilon_{\rm si}+\epsilon_{\rm ox}\coth(kt_{\rm ox})}. \label{share}
\end{equation}
There is no charge in the silicon on which this flux could end, so it bends round and returns to stripes of opposite sign. The charge on the gate surface equals the displacement leaving the metal,
\begin{equation}
D_z(-t_{\rm ox})=-\frac{\epsilon_{\rm ox}k\,\phi_k(0)}{\sinh(kt_{\rm ox})}=-T\sigma_k, \label{induced}
\end{equation}
where inserting Eq.~\eqref{main} gives
\begin{equation}
T=\frac{\epsilon_{\rm ox}}{\epsilon_{\rm si}\sinh(kt_{\rm ox})+\epsilon_{\rm ox}\cosh(kt_{\rm ox})}. \label{transfer}
\end{equation}

The same $T$ describes a gate that is not quite an equipotential. Remove the interface charge and let the gate surface have a potential ripple $V_k$. With $U$ the resulting interface potential, the oxide solution with the correct values at both faces is
\begin{equation}
\phi_k(z)=\frac{U\sinh[k(z+t_{\rm ox})]-V_k\sinh(kz)}{\sinh(kt_{\rm ox})}.
\end{equation}
Its slope at $z=0^-$ is $k[U\cosh(kt_{\rm ox})-V_k]/\sinh(kt_{\rm ox})$. Continuity of $D_z$ with the silicon value $\epsilon_{\rm si}kU$ then reads
\begin{equation}
\epsilon_{\rm ox}\left[V_k-U\cosh(kt_{\rm ox})\right]=\epsilon_{\rm si}U\sinh(kt_{\rm ox}),
\end{equation}
which gives $U=TV_k$. Interface charge induces the fraction $-T$ of itself on the gate, and gate potential reaches the interface with the factor $T$: this is electrostatic reciprocity in the present geometry.

Two limits of Eq.~\eqref{main} are useful. When $kt_{\rm ox}\gg1$, $\coth(kt_{\rm ox})\to1$ and
\begin{equation}
\phi_k(0)\to\frac{\sigma_k}{k(\epsilon_{\rm si}+\epsilon_{\rm ox})}. \label{short}
\end{equation}
The gate has dropped out, and the mean of the two permittivities replaces $\epsilon$ in Eq.~\eqref{uniform}. For long waves, $\coth x=1/x+x/3+\dots$ gives
\begin{equation}
\phi_k(0)=\frac{\sigma_kt_{\rm ox}}{\epsilon_{\rm ox}}
\left[1+\frac{\epsilon_{\rm si}}{\epsilon_{\rm ox}}kt_{\rm ox}+\frac{(kt_{\rm ox})^2}{3}+\dots\right]^{-1}. \label{long}
\end{equation}
The prefactor is the local capacitor rule, in which each point of the interface has the potential that a uniform sheet of the local density would give. The first correction is linear in $k$ and comes from the flux that spreads through silicon. The local rule therefore requires both $kt_{\rm ox}\ll1$ and $kt_{\rm ox}\ll\epsilon_{\rm ox}/\epsilon_{\rm si}$. For silicon dioxide, whose permittivity is smaller than that of silicon, the second condition is the stricter one. At $k=0$ itself, a uniform sheet over an unbounded half-space needs a separate condition on the field deep in the silicon; the limit $k\to0$ corresponds to no field there.

For numbers, take $t_{\rm ox}=5$ nm, relative permittivities 11.7 and 3.9, and a period of 50 nm. The charge modulation has an amplitude of $10^{11}$ elementary charges per cm$^2$, or 0.0160 $\mu$C/cm$^2$. Then $k=0.1257$ nm$^{-1}$, $kt_{\rm ox}=0.6283$ and $\coth(kt_{\rm ox})=1.796$. The bracket in Eq.~\eqref{main}, in units of the vacuum permittivity, is
\begin{equation}
11.7+3.9\times1.796=18.70 .
\end{equation}
The local rule gives 23.2 mV for this amplitude, and the ratio of Eq.~\eqref{main} to the local rule is $\epsilon_{\rm ox}/(kt_{\rm ox}[\epsilon_{\rm si}+\epsilon_{\rm ox}\coth(kt_{\rm ox})])$. Hence
\begin{equation}
\phi_k(0)=23.2\ \mathrm{mV}\times\frac{3.9}{0.6283\times18.70}=7.70\ \mathrm{mV}.
\end{equation}
The local rule is too large by a factor of three. Silicon takes $11.7/18.70=62.6\,\%$ of the flux, and the charge induced on the gate has 31.1\,\% of the amplitude of the interface charge.

With the oxide thickness and charge amplitude held fixed, the potential amplitude is 0.92, 3.61, 7.70 and 19.5 mV for periods of 5, 20, 50 and 500 nm. The ratios to the local rule are 0.040, 0.156, 0.332 and 0.840. At 500 nm, $kt_{\rm ox}$ is only 0.063, yet the local rule still misses by a sixth of its own value, because the relevant quantity $kt_{\rm ox}\epsilon_{\rm si}/\epsilon_{\rm ox}$ is 0.19. As a test, the layered Poisson equation was solved on a grid with a step of 0.02 nm, without the closed forms, for these four periods and for oxide permittivities of 3.9 and 20. The largest difference from Eq.~\eqref{main}, relative to the formula, was $8\times10^{-5}$.

Real interface charge consists of discrete elementary charges. The formula applies to each Fourier component of their actual arrangement. Write
\begin{equation}
\sigma(\mathbf r)=\int\frac{d^2k}{(2\pi)^2}\,\sigma_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},
\end{equation}
where $\sigma_{\mathbf k}$ is now a Fourier transform; a point charge $q$ at the origin has $\sigma_{\mathbf k}=q$. At depth $d$ in the silicon, Eq.~\eqref{silicon} supplies a factor $e^{-kd}$. To return to real space, set $x=e^{-2kt_{\rm ox}}$, so that $\coth(kt_{\rm ox})=(1+x)/(1-x)$, and define $\beta=(\epsilon_{\rm si}-\epsilon_{\rm ox})/(\epsilon_{\rm si}+\epsilon_{\rm ox})$. Then
\begin{equation}
\frac{1}{\epsilon_{\rm si}+\epsilon_{\rm ox}\coth(kt_{\rm ox})}
=\frac{1}{\epsilon_{\rm si}+\epsilon_{\rm ox}}\,\frac{1-x}{1-\beta x}.
\end{equation}
Since $|\beta x|<1$, the last fraction can be expanded as a geometric series. Collecting powers of $x$,
\begin{equation}
\frac{1-x}{1-\beta x}=1-(1-\beta)\sum_{n=1}^{\infty}\beta^{n-1}x^n .
\end{equation}
Each term now contains an exponential divided by $k$. Its transform follows from Eq.~\eqref{uniform}: superposing that result for a point charge in a uniform medium must give Coulomb's potential $q/(4\pi\epsilon R)$, and therefore
\begin{equation}
\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\mathbf r}\,\frac{e^{-kh}}{k}=\frac{1}{2\pi\sqrt{r^2+h^2}} .
\end{equation}
With $R_n=\sqrt{r^2+(d+2nt_{\rm ox})^2}$ the potential of one charge is
\begin{equation}
\phi(r)=\frac{q}{2\pi(\epsilon_{\rm si}+\epsilon_{\rm ox})}
\left[\frac1{R_0}-(1-\beta)\sum_{n=1}^{\infty}\frac{\beta^{n-1}}{R_n}\right]. \label{images}
\end{equation}
The images have total weight $-(1-\beta)\sum\beta^{n-1}=-1$, so the $1/r$ terms cancel at large $r$. Expanding $1/R_n=1/r-(d+2nt_{\rm ox})^2/(2r^3)+\dots$ and summing the series gives the leading tail
\begin{equation}
\phi(r)\simeq\frac{q}{2\pi r^3}\left[\frac{t_{\rm ox}d}{\epsilon_{\rm ox}}+\frac{\epsilon_{\rm si}t_{\rm ox}^2}{\epsilon_{\rm ox}^2}\right],
\end{equation}
a dipole-like decay. At $d=2$ nm the potential is 81 mV directly beneath the charge, 9.1 mV at $r=10$ nm and 0.58 mV at 40 nm. The last two differ by a factor of 16, where an inverse cube would give 64, so this range has not yet reached the asymptotic tail.

Let such charges be placed independently with uniform mean density $N$. Divide the interface into small cells of area $a$. The number in each cell has mean and variance $Na$, and different cells are independent, so the variance of the summed potential is $\sum Na\,\phi^2$, which becomes $N\int d^2r\,\phi^2$. Parseval's theorem turns this into
\begin{equation}
\langle\delta\phi^2\rangle=\frac{Nq^2}{2\pi}\int_0^\infty
\frac{k\,e^{-2kd}\,dk}{k^2\left[\epsilon_{\rm si}+\epsilon_{\rm ox}\coth(kt_{\rm ox})\right]^2}. \label{variance}
\end{equation}
At small $k$ the gate keeps the integral finite. At large $k$ the integrand tends to $e^{-2kd}/k$ times a constant, so the variance diverges logarithmically as $d\to0$, and a depth must be stated. For $N=2\times10^{11}$ cm$^{-2}$ and $d=2$ nm the root-mean-square fluctuation is 20.9 mV. A test with 40\,000 random arrangements of charges agreed with this value within its sampling error, which is below one per cent.

At that depth the smooth modulation has an amplitude of 6.0 mV. If the mean charge density is $2\times10^{11}$ cm$^{-2}$ with a modulation of $10^{11}$ cm$^{-2}$, the 6.0 mV wave is the average over many arrangements, while in one sample the departure of the potential at a given spot from its uniform mean is typically dominated by the random positions of nearby charges.

Mobile carriers are the next question. If their density $n(z)$ follows Boltzmann statistics and the potential variation is small compared with the thermal voltage $V_T=25.9$ mV, the carriers contribute a charge density $-qn\phi_k/V_T$, for holes as for electrons. Poisson's equation becomes
\begin{equation}
\frac{d}{dz}\left(\epsilon\frac{d\phi_k}{dz}\right)=\left(\epsilon k^2+\frac{qn}{V_T}\right)\phi_k , \label{screened}
\end{equation}
with $q$ the elementary charge. The added term is positive and reduces the surface potential. For $10^{17}$ cm$^{-3}$ acceptors and 0.6 V of band bending at 300 K, the depletion width is $W=88$ nm. This bending exceeds the Fermi potential of 0.42 V, so the surface is strictly in weak inversion, with about $10^{13}$ electrons per cm$^3$; it is called depleted here because these electrons are so few. With the parabolic band profile of the depletion approximation, numerical solution of Eq.~\eqref{screened} then changes the surface potential by $-5\times10^{-4}\,\%$ at a period of 50 nm and by $-4.7\,\%$ at 500 nm, relative to the carrier-free value. The parabolic profile places too many holes near the depletion edge, so the second figure is an upper estimate of the size of the effect. By the decay in Eq.~\eqref{silicon}, the long wave, with $kW=1.1$, reaches the holes at the depletion edge, while the short wave, with $kW=11$, practically does not. The tiny change that remains for the short wave comes mainly from the few electrons that the band bending draws to the surface.

Strong inversion is different. With $10^{12}$ electrons per cm$^2$ distributed as $e^{-z/\ell}$, $\ell=2$ nm, and treated as a classical gas without quantum confinement, the potential at the 50 nm period falls by 61\,\%, to about 3 mV. The figure depends on the assumed profile. For the same sheet density and doping, a self-consistent classical layer, which is thinner, gives about 65\,\%, and a quantized layer with its centroid near 2.8 nm gives about 49\,\%, leaving roughly 3 to 4 mV. That remainder is small compared with $V_T$, as the linear treatment of the smooth wave requires. The 81 mV beneath a single charge is not, so the linear treatment should not be carried over to the immediate neighbourhood of discrete charges.

The parameters resemble, roughly, a transistor with a 5 nm thermal oxide. A charge density of $2\times10^{11}$ cm$^{-2}$ is high for a well-annealed interface and better suited to a poorly annealed or electrically stressed one. The modulation produces an oxide field of 0.017 MV/cm at the interface, and the depletion charge requires 0.41 MV/cm, both far below a breakdown field of roughly 10 MV/cm. Tunnelling through the oxide is not included. The assumption of an equipotential gate can fail badly: the grains of a polycrystalline metal gate may differ in work function by a rough 0.2 eV. A sinusoidal ripple with this peak-to-peak height has an amplitude of 100 mV, and with the 50 nm period it gives $0.311\times100=31$ mV at the interface, four times the effect of the charge modulation. Because $T$ decays exponentially with $kt_{\rm ox}$, this ratio falls quickly for finer grains: the same ripple gives 11, 2.2 and 0.09 mV at periods of 20, 10 and 5 nm, against 3.6, 1.8 and 0.92 mV from the charge.

Smaller corrections were computed one at a time at the same period, relative to 7.70 mV. Interface traps of density $10^{11}$ cm$^{-2}$ eV$^{-1}$ that follow the potential change it by $-0.8\,\%$; a density of $10^{12}$ cm$^{-2}$ eV$^{-1}$, which a poorly annealed or stressed interface can have, changes it by $-7\,\%$. A screening length of 0.05 nm in the metal, which lets the field enter the gate slightly, changes it by $+1.1\,\%$. A transition layer occupying the last 0.5 nm of the oxide, with assumed relative permittivity 7, gives $-2.8\,\%$. Moving the charge 0.3 nm into the oxide gives $-6.7\,\%$. Applied together, the four corrections give $-6\,\%$ with the lower trap density and $-12\,\%$ with the higher. For this structure in depletion and at the 50 nm period, Eq.~\eqref{main} is thus good to roughly ten per cent as the mean response to interface charge. At much shorter periods the exact depth of the charge matters more. The potential in an individual device also contains the gate ripple and the random fluctuations due to discrete interface charges and discrete dopants. The dopants cannot be ignored here: at $10^{17}$ cm$^{-3}$ the depletion layer holds about $9\times10^{11}$ acceptors per cm$^2$, more than the interface charges assumed above, and when placed at random they produce a fluctuation of 16 to 17 mV at 2 nm depth, comparable with the 20.9 mV from the interface charges. In inversion the carrier term of Eq.~\eqref{screened} has to be kept. The values for the worked example are in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature 300 K, thermal voltage 25.85 mV
relative permittivity: silicon 11.7, oxide 3.9
oxide thickness 5.0 nm, lateral period 50 nm
charge amplitude 1.0e+11 cm^-2 (elementary charges)
charge amplitude 0.0160 uC/cm2
mean charge density 2.0e+11 cm^-2
k = 0.1257 nm^-1, k*tox = 0.6283, coth(k*tox) = 1.7957
eps_si + eps_ox*coth (relative) = 18.703
surface potential amplitude, formula: 7.699 mV
surface potential amplitude, direct:  7.699 mV
local capacitor rule sigma*tox/eps_ox: 23.199 mV
share of flux entering silicon: 62.6 %
gate coupling T = 0.3110
normal oxide field amplitude at interface: 0.0174 MV/cm
amplitude at depth 2 nm: 5.988 mV
period (nm), formula (mV), direct (mV), formula/local rule:
      5    0.9231    0.9230  0.0398
     20    3.6107    3.6107  0.1556
     50    7.6991    7.6990  0.3319
    500   19.4980   19.4980  0.8405
largest relative error of formula against direct: 7.9e-05
one charge, potential at depth 2 nm:
  lateral distance 0 nm: 81.326 mV
  lateral distance 10 nm: 9.137 mV
  lateral distance 40 nm: 0.580 mV
random charges, rms at that depth, spectral: 20.88 mV
random charges, rms at that depth, sampled:  20.90 mV
acceptors 1e+17 cm^-3, band bending 0.6 V
intrinsic density (rough) 1e+10 cm^-3
depletion width 88.1 nm, Debye length 12.9 nm
oxide field balancing depletion charge: 0.41 MV/cm
change of surface potential from neglected effects:
  carriers in depletion, period 50 nm: -4.7e-04 %
  carriers in depletion, period 500 nm: -4.7 %
  inversion 1e+12 cm^-2, decay length 2 nm: -60.7 %
  interface traps 1e+11 cm^-2 eV^-1: -0.76 %
  metal screening length 0.05 nm: 1.08 %
  transition layer 0.5 nm, permittivity 7.0: -2.80 %
  charge 0.3 nm inside oxide: -6.70 %
gate patch ripple 100 mV gives 31.1 mV at interface
\end{verbatim}
